# Schwinger-model vector mass from staggered fermions, spins and exact diagonalization: a program that tests the result

```python
# Massless Schwinger model on a ring: the staggered-lattice gap tends to
# e/sqrt(pi) when the spacing a goes to zero at fixed circumference L.
# Units: hbar = c = 1 and charge e = 1 (energy in e, length in 1/e).
# N: number of sites; occ: site occupation; field: integer electric field L_n
# on the link from n to n+1; ell: field on the closing link; cut: max |L_n|.
# Spin Hamiltonian: (1/2a) sum(s+_n s-_{n+1} + h.c.)
#                   + mass sum((-1)^n occ_n) + (a/2) sum((L_n + background)^2)
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import eigsh
from scipy.special import mathieu_a, mathieu_b


class Ring:
    """Gauss-law basis and unit-strength hopping matrix of a neutral ring."""

    def __init__(self, N, cut):
        self.N, self.cut = N, cut
        sites = np.arange(N)
        masks = np.arange(2**N)
        occ = (masks[:, None] >> sites) & 1
        half = occ.sum(axis=1) == N // 2
        masks, occ = masks[half], occ[half]
        partial_charge = np.cumsum(occ - sites % 2, axis=1)
        parts = []
        for ell in range(-cut, cut + 1):
            keep = np.all(np.abs(partial_charge + ell) <= cut, axis=1)
            parts.append((masks[keep], np.full(keep.sum(), ell),
                          occ[keep], partial_charge[keep] + ell))
        mask, ell, occ, field = [np.concatenate(p) for p in zip(*parts)]
        keys = self.key(mask, ell)
        order = np.argsort(keys)
        self.keys = keys[order]
        self.mask, self.ell = mask[order], ell[order]
        self.occ, self.field = occ[order], field[order]
        self.dim = len(keys)
        rows, cols = [], []
        for n in range(N):
            right = (n + 1) % N
            source = np.flatnonzero((self.occ[:, n] == 0)
                                    & (self.occ[:, right] == 1)
                                    & (self.field[:, n] < cut))
            new_mask = self.mask[source] ^ ((1 << n) | (1 << right))
            new_ell = self.ell[source] + (1 if n == N - 1 else 0)
            rows.append(self.find(new_mask, new_ell))
            cols.append(source)
        rows, cols = np.concatenate(rows), np.concatenate(cols)
        hop = sp.csr_matrix((np.ones(len(rows)), (rows, cols)),
                            shape=(self.dim, self.dim))
        self.hop = (hop + hop.T).tocsr()
        self.stagger = self.occ @ (1 - 2 * (sites % 2))

    def key(self, mask, ell):
        return mask * (2 * self.cut + 1) + ell + self.cut

    def find(self, mask, ell):
        wanted = self.key(mask, ell)
        index = np.searchsorted(self.keys, wanted)
        assert np.array_equal(self.keys[index], wanted)
        return index

    def hamiltonian(self, a, mass, background=0.0):
        electric = 0.5 * a * np.sum((self.field + background)**2, axis=1)
        return (self.hop / (2 * a)
                + sp.diags(electric + mass * self.stagger)).tocsr()

    def conjugation_value(self, vector):
        """Expectation of n_n -> 1-n_{n+1}, L_n -> -L_{n+1}."""
        new_occ = 1 - np.roll(self.occ, -1, axis=1)
        new_mask = new_occ @ (1 << np.arange(self.N))
        image = self.find(new_mask, -self.field[:, 0])
        return float(vector @ vector[image])


def lowest(matrix, count=4):
    start = np.random.default_rng(7).normal(size=matrix.shape[0])
    values, vectors = eigsh(matrix, k=count, which='SA', ncv=32,
                            tol=1e-10, v0=start, maxiter=5000)
    order = np.argsort(values)
    return values[order], vectors[:, order]


def original_gauge_spectrum(N, a, mass, cut):
    """Fermions and all links kept, original phases, then Gauss projection."""
    size, link_dim = 2**N, 2 * cut + 1
    lower = []
    for n in range(N):
        op = np.zeros((size, size))
        for state in range(size):
            if (state >> n) & 1:
                before = bin(state & ((1 << n) - 1)).count('1')
                op[state ^ (1 << n), state] = (-1)**before
        lower.append(op)
    for i in range(N):
        for j in range(N):
            anti = lower[i] @ lower[j].T + lower[j].T @ lower[i]
            assert np.allclose(anti, np.eye(size) * (i == j))
            assert np.allclose(lower[i] @ lower[j] + lower[j] @ lower[i], 0)

    def on_link(op, n):
        left = sp.kron(sp.identity(link_dim**n), sp.csr_matrix(op))
        return sp.kron(left, sp.identity(link_dim**(N - 1 - n)))

    raising = np.eye(link_dim, k=-1)
    electric = np.diag(np.arange(-cut, cut + 1.0))
    one_f, one_l = sp.identity(size), sp.identity(link_dim**N)
    total = sp.csr_matrix((size * link_dim**N,) * 2, dtype=complex)
    number, flux = [], []
    for n in range(N):
        pair = sp.csr_matrix(lower[n].T @ lower[(n + 1) % N])
        jump = (-0.5j / a) * sp.kron(pair, on_link(raising, n))
        occupation = sp.kron(sp.csr_matrix(lower[n].T @ lower[n]), one_l)
        line = sp.kron(one_f, on_link(electric, n))
        total = total + jump + jump.conj().T
        total = total + mass * (-1)**n * occupation + 0.5 * a * (line @ line)
        number.append(occupation.diagonal())
        flux.append(line.diagonal())
    good = np.ones(total.shape[0], dtype=bool)
    for n in range(N):
        good &= np.abs(flux[n] - flux[n - 1] - number[n] + n % 2) < 1e-9
    inside, outside = np.flatnonzero(good), np.flatnonzero(~good)
    total = total.tocsr()
    leak = abs(total[outside][:, inside]).sum()
    assert leak < 1e-12
    return np.linalg.eigvalsh(total[inside][:, inside].toarray())


def limit(spacings, gaps, power, points):
    """Polynomial through the finest points, evaluated at zero spacing."""
    x = np.array(spacings[-points:])**power
    return np.polyfit(x, gaps[-points:], points - 1)[-1]


target = 1 / np.sqrt(np.pi)

# Whole spectrum: original gauge theory against the reduced spin form.
small = Ring(4, 1)
full_levels = original_gauge_spectrum(4, 0.7, 0.3, 1)
spin_levels = np.linalg.eigvalsh(small.hamiltonian(0.7, 0.3).toarray())
assert len(full_levels) == len(spin_levels)
mapping_error = np.max(np.abs(full_levels - spin_levels))
assert mapping_error < 1e-10

# Two-site ring against the characteristic values of Mathieu's equation.
two = np.linalg.eigvalsh(Ring(2, 8).hamiltonian(1.0, -1 / 8).toarray())
two_gap = two[1] - two[0]
mathieu_gap = (mathieu_b(2, 8.0) - mathieu_a(0, 8.0)) / 16
assert abs(two_gap - mathieu_gap) < 1e-7

# Energy of the half-filled free sea in a flux, by diagonalization.
N_free, a_free, angle = 16, 0.25, 0.7
ring_matrix = np.zeros((N_free, N_free), dtype=complex)
for n in range(N_free):
    phase = angle + np.pi * (N_free // 2 - 1) if n == N_free - 1 else 0.0
    ring_matrix[n, (n + 1) % N_free] += np.exp(1j * phase) / (2 * a_free)
ring_matrix += ring_matrix.conj().T
sea = np.linalg.eigvalsh(ring_matrix)[:N_free // 2].sum()
sea_formula = -np.cos(angle / N_free) / (a_free * np.sin(np.pi / N_free))
assert abs(sea - sea_formula) < 1e-10
harmonic = np.sqrt(1 / (N_free * np.sin(np.pi / N_free)))

# Backgrounds 0 and 1/2 agree at the shifted mass, and not at zero mass.
eight = Ring(8, 5)
differences = []
for mass in (-0.5 / 8, 0.0):
    pair = [np.linalg.eigvalsh(eight.hamiltonian(0.5, mass, b).toarray())[:4]
            for b in (0.0, 0.5)]
    differences.append(np.max(np.abs(pair[0] - pair[1])))
assert differences[0] < 1e-8
assert differences[1] > 1e-3

# Production runs.
site_numbers = [8, 10, 12, 14, 16]
cut = 3
dims, gap4, bare4, gap8, moving8 = [], [], [], [], []
for N in site_numbers:
    ring = Ring(N, cut)
    dims.append(ring.dim)
    a = 4.0 / N
    values, vectors = lowest(ring.hamiltonian(a, -a / 8))
    gap4.append(values[1] - values[0])
    if N == 12:
        parity = [ring.conjugation_value(vectors[:, i]) for i in (0, 1)]
        wide, _ = lowest(Ring(N, cut + 1).hamiltonian(a, -a / 8))
        cut_error = abs((wide[1] - wide[0]) - gap4[-1])
    values, _ = lowest(ring.hamiltonian(a, 0.0))
    bare4.append(values[1] - values[0])
    a = 8.0 / N
    values, _ = lowest(ring.hamiltonian(a, -a / 8))
    gap8.append(values[1] - values[0])
    moving8.append(values[2] - values[0])

assert cut_error < 1e-6
assert abs(parity[0] - 1) < 1e-6 and abs(parity[1] + 1) < 1e-6

spacing4 = [4.0 / N for N in site_numbers]
spacing8 = [8.0 / N for N in site_numbers]
mass4 = limit(spacing4, gap4, 2, 3)
mass4_low = limit(spacing4, gap4, 2, 2)
mass8 = limit(spacing8, gap8, 2, 3)
mass8_low = limit(spacing8, gap8, 2, 2)
bare_limit = limit(spacing4, bare4, 1, 4)
bare_low = limit(spacing4, bare4, 1, 3)
moving_limit = limit(spacing8, moving8, 2, 3)
moving_target = np.sqrt(1 / np.pi + (2 * np.pi / 8)**2)

# Tolerances allow for the higher powers of a left out of the extrapolation.
assert abs(mass4 - target) < 0.005
assert abs(mass8 - target) < 0.01
assert abs(bare_limit - target) < 0.01
assert abs(moving_limit - moving_target) < 0.02
assert abs(bare4[-1] - target) > 3 * abs(gap4[-1] - target)

print("Units: hbar = c = 1; energies in e, lengths in 1/e")
print(f"Target 1/sqrt(pi) = {target:.6f} e")
print(f"Four-site physical states (cut 1) = {len(spin_levels)}")
print(f"Largest level difference, gauge vs spin = {mapping_error:.1e} e")
print(f"Two-site gap at a = 1/e: matrix = {two_gap:.8f} e")
print(f"Two-site gap at a = 1/e: Mathieu = {mathieu_gap:.8f} e")
print(f"Sea energy, N=16, a=0.25/e, flux 0.7 rad: sum = {sea:.8f} e")
print(f"Sea energy, same case: formula = {sea_formula:.8f} e")
print(f"Harmonic zero-mode frequency, N=16 = {harmonic:.6f} e")
print(f"Background 0 vs 1/2, N=8, a=0.5/e, shifted: {differences[0]:.1e} e")
print(f"Background 0 vs 1/2, same, zero mass: {differences[1]:.5f} e")
print(f"Field cutoff in production = {cut}")
print(f"Gap change, cutoff 3 to 4 (N=12, L=4/e) = {cut_error:.1e} e")
print(f"Charge conjugation, ground state = {parity[0]:+.6f}")
print(f"Charge conjugation, first excited = {parity[1]:+.6f}")
print("L = 4/e: N, states, a (1/e), gap shifted (e), gap zero mass (e)")
for row in zip(site_numbers, dims, spacing4, gap4, bare4):
    print("  %2d  %6d  %.5f  %.6f  %.6f" % row)
print("L = 8/e: N, a (1/e), gap shifted (e), moving level (e)")
for row in zip(site_numbers, spacing8, gap8, moving8):
    print("  %2d  %.5f  %.6f  %.6f" % row)
print(f"Limit L=4/e, shifted, 2 points in a^2 = {mass4_low:.6f} e")
print(f"Limit L=4/e, shifted, 3 points in a^2 = {mass4:.6f} e")
print(f"Limit L=8/e, shifted, 2 points in a^2 = {mass8_low:.6f} e")
print(f"Limit L=8/e, shifted, 3 points in a^2 = {mass8:.6f} e")
print(f"Limit L=4/e, zero mass, 3 points in a = {bare_low:.6f} e")
print(f"Limit L=4/e, zero mass, 4 points in a = {bare_limit:.6f} e")
print(f"Relative error, L=4/e shifted = {100*(mass4/target-1):+.4f} %")
print(f"Relative error, L=8/e shifted = {100*(mass8/target-1):+.4f} %")
print(f"Relative error, L=4/e zero mass = {100*(bare_limit/target-1):+.4f} %")
print(f"Moving level L=8/e: limit = {moving_limit:.6f} e")
print(f"Moving level L=8/e: continuum = {moving_target:.6f} e")
print("all tests passed")
```

Running it gives:

```
Units: hbar = c = 1; energies in e, lengths in 1/e
Target 1/sqrt(pi) = 0.564190 e
Four-site physical states (cut 1) = 13
Largest level difference, gauge vs spin = 1.2e-15 e
Two-site gap at a = 1/e: matrix = 0.63858547 e
Two-site gap at a = 1/e: Mathieu = 0.63858547 e
Sea energy, N=16, a=0.25/e, flux 0.7 rad: sum = -20.48370439 e
Sea energy, same case: formula = -20.48370439 e
Harmonic zero-mode frequency, N=16 = 0.566007 e
Background 0 vs 1/2, N=8, a=0.5/e, shifted: 5.9e-14 e
Background 0 vs 1/2, same, zero mass: 0.11791 e
Field cutoff in production = 3
Gap change, cutoff 3 to 4 (N=12, L=4/e) = 2.8e-14 e
Charge conjugation, ground state = +1.000000
Charge conjugation, first excited = -1.000000
L = 4/e: N, states, a (1/e), gap shifted (e), gap zero mass (e)
   8     397  0.50000  0.563796  0.659431
  10    1378  0.40000  0.563844  0.639995
  12    4882  0.33333  0.563917  0.627162
  14   17548  0.28571  0.563976  0.618047
  16   63757  0.25000  0.564020  0.611238
L = 8/e: N, a (1/e), gap shifted (e), moving level (e)
   8  1.00000  0.564682  0.892039
  10  0.80000  0.561871  0.915164
  12  0.66667  0.561539  0.929737
  14  0.57143  0.561786  0.939138
  16  0.50000  0.562129  0.945455
Limit L=4/e, shifted, 2 points in a^2 = 0.564162 e
Limit L=4/e, shifted, 3 points in a^2 = 0.564192 e
Limit L=8/e, shifted, 2 points in a^2 = 0.563250 e
Limit L=8/e, shifted, 3 points in a^2 = 0.564253 e
Limit L=4/e, zero mass, 3 points in a = 0.564200 e
Limit L=4/e, zero mass, 4 points in a = 0.564094 e
Relative error, L=4/e shifted = +0.0005 %
Relative error, L=8/e shifted = +0.0112 %
Relative error, L=4/e zero mass = -0.0169 %
Moving level L=8/e: limit = 0.967273 e
Moving level L=8/e: continuum = 0.967037 e
all tests passed
```
